Layer order and the permeation time lag of a two-layer barrier

A copper line is separated from its surroundings by a barrier made of two flat layers, A and B. Copper enters the empty barrier at one face at time zero and is removed at the other. After a transient the amount that has left per unit area, Q(t), approaches a straight line. The intercept of that line with the time axis is the permeation time lag L. The problem asks how L depends on which layer faces the copper.

Layer i has thickness l_i, diffusivity D_i and solubility S_i. The solubility is the copper concentration in equilibrium with metallic copper, whose activity is a = 1. These conditions hold until part (f) relaxes them:

• sorption is linear, so the concentration is c = S_i a;
• D_i and S_i are constant in time, and no force acts on the copper;
• activity and flux are continuous where the layers meet;
• a = 1 at the entry x = 0, a = 0 at the exit x = l, and a = 0 inside at t = 0.

**(a) Write the diffusion problem in terms of activity and find the steady state.**

The concentration jumps at the interface when S_A ≠ S_B, but the activity does not. Within a layer the flux is −D ∂c/∂x = −DS ∂a/∂x. With the permeability P = DS, conservation of copper reads

S ∂a/∂t = ∂/∂x (P ∂a/∂x),

where S(x) and P(x) are constant in each layer. In the steady state −P da/dx = J is the same everywhere. Define the resistance between the entry and x, and the total resistance:

ρ(x) = ∫₀ˣ dx′/P(x′),  R = ρ(l).

Integrating da/dx = −J/P from a(0) = 1 gives a = 1 − Jρ. The condition a(l) = 0 then fixes J:

a_ss(x) = 1 − ρ(x)/R,  J = 1/R.

For two layers R = R_A + R_B, with R_i = l_i/(D_i S_i). Resistances in series add in either order, so the steady flux cannot reveal the order. The lag also involves storage, and needs its own calculation.

**(b) Derive L for an arbitrary profile S(x), P(x), without solving the time-dependent problem.**

Multiply the diffusion equation by a weight w(x) that removes the unknown interior gradients. The choice is

w(x) = ρ(x)/R,  so that w(0) = 0, w(l) = 1 and P dw/dx = 1/R.

Integrate by parts. Since w and the flux are continuous at the interface, no term arises there:

d/dt ∫₀ˡ S a w dx = [w P ∂a/∂x]₀ˡ − ∫₀ˡ (dw/dx) P (∂a/∂x) dx.

In the first term w vanishes at the entry and equals 1 at the exit, where P ∂a/∂x = −J_out(t). In the second, P dw/dx is the constant 1/R, which leaves −[a(l) − a(0)]/R = +1/R = J. Therefore

d/dt ∫₀ˡ S a w dx = J − J_out(t).

Integrate from zero to t, using the empty initial state:

Q(t) = Jt − ∫₀ˡ S a(x,t) w dx.

At late times a tends to a_ss. To see this, let u = a − a_ss, which vanishes at both ends. Multiplying its diffusion equation by u and integrating gives

d/dt ∫ ½S u² dx = −∫ P (∂u/∂x)² dx.

The right side is negative unless u is zero. For a function that vanishes at both ends it is at least a fixed multiple of ∫ S u² dx in size, so u decays exponentially. Hence Q → J(t − L), with JL = ∫ S a_ss w dx. Dividing by J = 1/R,

L = ∫₀ˡ S ρ (1 − ρ/R) dx.

For one layer ρ = x/(DS) and ρ/R = x/l. The integral becomes (1/D)(l²/2 − l²/3) = l²/(6D), in which the solubility has cancelled.

The weight has a physical meaning. Place some copper inside the barrier and hold both faces at a = 0. The same integration then gives d/dt ∫ S a w dx = −J_out, because the term a(0)/R is absent. The copper that eventually leaves through the exit is thus the initial value of ∫ S a w dx. So w(x) is the fraction of copper at x that leaves by the exit rather than by the entry. The lag counts stored copper, each portion weighted by this fraction.

**(c) Evaluate L for two layers. What happens when their order is reversed?**

Put A at the entry and define the capacities C_i = S_i l_i. In A let u = x/l_A, so that S dx = C_A du and ρ = R_A u. Its contribution is

I_A = C_A R_A ∫₀¹ u (1 − R_A u/R) du
 = C_A R_A [1/2 − R_A/(3R)]
 = C_A R_A (3R − 2R_A)/(6R)
 = C_A R_A (R_A + 3R_B)/(6R).

The last line uses R = R_A + R_B. In B let u run from 0 to 1 again. There ρ = R_A + R_B u and 1 − ρ/R = R_B(1 − u)/R, so

I_B = (C_B R_B/R) ∫₀¹ (R_A + R_B u)(1 − u) du
 = (C_B R_B/R)(R_A/2 + R_B/6)
 = C_B R_B (R_B + 3R_A)/(6R).

The sum is

L = [C_A R_A (R_A + 3R_B) + C_B R_B (R_B + 3R_A)] / [6(R_A + R_B)].

Exchanging the labels A and B exchanges the two terms in the numerator and leaves the denominator alone. The lag is therefore the same in both orders, whatever the thicknesses, diffusivities and solubilities.

The result of (b) shows why. In the mirrored barrier, the resistance from the entry to the image of a given point is R − ρ. The product ρ(R − ρ)/R is unchanged by this replacement. Physically, reversal exchanges the activity 1 − w at a point with the escape fraction w. A layer moved from the entry to the exit holds less copper, but a larger fraction of that copper goes on to leave by the exit, and the product is the same. The argument holds for any number of layers if the whole stack is mirrored.

With τ_i = C_i R_i = l_i²/D_i, the formula can also be written

L = τ_A/6 + τ_B/6 + (τ_A R_B + τ_B R_A)/(3R),

because (R_A + 3R_B)/R = 1 + 2R_B/R, and likewise for B. The lag exceeds the sum of the separate lags by the last term. Two limits are useful:

• If B stores almost nothing but has resistance, τ_B → 0 and L = τ_A(R_A + 3R_B)/(6R). This rises from τ_A/6 for small R_B to τ_A/2 for large R_B. A film with negligible τ_B can thus at most triple the lag of a storing layer, on whichever side it lies. A film that is resistive because its diffusivity is low may have a large τ_B = l_B²/D_B even when it is thin, and can then lengthen the lag much more.
• If A has a finite capacity but negligible resistance, τ_A → 0 and A adds no lag. At the entry its copper has w = 0; at the exit its activity is zero.

**(d) Could the transient still differ, with only its late intercept in common?**

Take the Laplace transform in time, marked by a hat. In one layer, with q = √(s/D),

d²â/dx² = q² â,  Ĵ = −P dâ/dx.

Let â₀, Ĵ₀ be the values at the start of the layer. The solution at its end is

â₁ = â₀ cosh(ql) − Ĵ₀ sinh(ql)/(Pq),
Ĵ₁ = −â₀ Pq sinh(ql) + Ĵ₀ cosh(ql).

The determinant of this pair is cosh² − sinh² = 1, so the inverse is

â₀ = â₁ cosh(ql) + Ĵ₁ sinh(ql)/(Pq),
Ĵ₀ = â₁ Pq sinh(ql) + Ĵ₁ cosh(ql).

Now apply this to A followed by B. At the exit â = 0, so at the interface

â = Ĵ_out sinh(q_B l_B)/(P_B q_B),  Ĵ = Ĵ_out cosh(q_B l_B).

Going back through A to the entry, where â = 1/s, gives 1/s = B(s) Ĵ_out with

B(s) = cosh(q_A l_A) sinh(q_B l_B)/(P_B q_B) + cosh(q_B l_B) sinh(q_A l_A)/(P_A q_A).

Exchanging A and B exchanges the two terms. The transform Ĵ_out = 1/(sB) is the same in both orders, and so is the outflow at every time. An outflow measurement of this kind cannot tell which layer faces the copper.

The lag follows from small s. Since (q_i l_i)² = sτ_i, to first order cosh = 1 + sτ_i/2 and sinh(q_i l_i)/(P_i q_i) = R_i(1 + sτ_i/6). Then

B = R_A + R_B + (s/6)[τ_A(R_A + 3R_B) + τ_B(R_B + 3R_A)] + …

This is R(1 + sL + …) with the L of part (c). Consequently Q̂ = 1/(s²B) = J(1/s² − L/s + …), the transform of J(t − L) at late times.

**(e) Which quantities do depend on the order? Evaluate both orders for an example.**

The steady inventory is M = ∫ S a_ss dx. The mean activity of the first layer is 1 minus half its resistance over R; that of the second is half its own resistance over R:

M_AB = C_A[1 − R_A/(2R)] + C_B R_B/(2R),
M_BA = C_B[1 − R_B/(2R)] + C_A R_A/(2R).

Subtracting,

M_AB − M_BA = (C_A R_B − C_B R_A)/R.

More copper is stored when the layer with the larger C_i/R_i = S_i² D_i faces the source. Since the inflow total equals the outflow total plus the inventory, at late times

Q_in = J(t − L) + M = J[t + (M/J − L)].

The entry line leads by M/J − L, which depends on order through M.

Take A with l = 3.0 nm, D = 2.0×10⁻¹⁸ cm²/s and S = 1.0×10²⁰ cm⁻³, and B with l = 2.0 nm, D = 1.0×10⁻¹⁷ cm²/s and S = 1.0×10¹⁹ cm⁻³. These round values imitate a few-nanometre copper barrier in an accelerated test at 673 K. They give

R_A = 3.0×10⁻⁷/(2.0×10⁻¹⁸ × 1.0×10²⁰) = 1.50×10⁻⁹ cm² s,
R_B = 2.0×10⁻⁷/(1.0×10⁻¹⁷ × 1.0×10¹⁹) = 2.00×10⁻⁹ cm² s,
C_A = 3.0×10¹³ cm⁻²,  C_B = 2.0×10¹² cm⁻²,
τ_A = 45000 s,  τ_B = 4000 s.

The steady flux is J = 1/(3.50×10⁻⁹) = 2.86×10⁸ cm⁻² s⁻¹. The factor 10⁻⁹ cancels in the lag:

L = [45000(1.5 + 6.0) + 4000(2.0 + 4.5)]/(6 × 3.5) s = 17310 s = 4.81 h.

The separate lags add up to only 8167 s. As a test, the diffusion equation was integrated in time with 40 cells per layer, and the lag was read from the late outflow. It gave 17307 s for both orders. The outflow in units of J is 0.259 at L/2, 0.626 at L and 0.908 at 2L, again for both orders. The lag is therefore no time of first arrival: the flux at t = L is already well over half its final value.

The inventories are quite different:

M_AB = 3.0×10¹³ × 0.786 + 2.0×10¹² × 0.286 = 2.41×10¹³ cm⁻²,
M_BA = 2.0×10¹² × 0.714 + 3.0×10¹³ × 0.214 = 7.86×10¹² cm⁻².

Dividing by J gives 84500 s and 27500 s. Subtracting L leaves entry leads of 67190 s for AB and 10190 s for BA. An uptake measurement would distinguish the orders easily.

**(f) Relax the conditions one at a time. When does the order begin to matter?**

*A barrier that is not empty.* If the initial activity is a_i(x), the identity of part (b) gives Jt − Q = ∫ S(a − a_i)w dx. The lag falls by R∫ S a_i w dx. For uniform a_i this is a_i ∫ Sρ dx. Mirroring turns ρ into R − ρ, so ∫ Sρ dx for AB equals RM_BA = 27500 s, and for BA it equals RM_AB = 84500 s. An initial activity of 0.01 would shorten the lag by 275 s for AB and 845 s for BA.

*A third layer left in place.* Put a layer of resistance r behind the barrier and count the outflow beyond it. In the barrier part of the integral, R is replaced by R + r:

∫ Sρ[1 − ρ/(R + r)] dx = [RL + r ∫ Sρ dx]/(R + r).

Here the integrals cover A and B, and L is the two-layer lag. The contribution of the third layer itself depends on R and on its own properties, not on the order before it. Thus the orders differ by

L_BA − L_AB = [r/(R + r)] R (M_AB − M_BA) = [r/(R + r)] × 57000 s.

For a layer X with l = 1.0 nm, D = 5.0×10⁻¹⁸ cm²/s and S = 5.0×10¹⁹ cm⁻³, r = 0.40×10⁻⁹ cm² s. The difference is (0.40/3.90) × 57000 s ≈ 5850 s. Numerical solution of the three-layer chain gives 19284 s for ABX and 25130 s for BAX, in agreement. The full mirror image XBA again gives 19284 s. A layer left in place at the entry, such as a resistive contact to the copper, splits the orders by the same amount with the opposite sign, since XAB is the mirror image of BAX and XBA that of ABX.

*Storage that saturates.* Let c(a) = Sa/(1 + Sa/N), with N available sites per volume, and keep P constant. This describes copper stored mainly in immobile traps, while a dilute mobile part carries the flux. If copper instead blocks the sites through which it moves, P also falls with filling, and the lags below do not apply. The steady activity is unchanged, but the derivation in (b) now yields

L = ∫₀ˡ c(a_ss) ρ dx.

The activity no longer enters as a simple factor, so exchanging a_ss and w changes the integral. For a deliberately small N = 2×10¹⁹ cm⁻³ the lags are 4561 s for AB and 8171 s for BA. The strongly storing layer A has S_A/N = 5. In AB its activity lies between 1 and 0.57, where saturation cuts its storage by factors of 6 to 3.9. In BA the activity lies between 0.43 and 0, and the factors are 3.1 to 1. Saturation therefore shortens the lag in both orders, but more strongly in AB.

*A constant force.* Let the force towards the exit, divided by kT, be f. The flux is J = −P(∂a/∂x − fa). Substitute a = φe^{fx}; the terms with f cancel, leaving

J = −P e^{fx} ∂φ/∂x,  c = S e^{fx} φ.

This is the original problem with S and P both multiplied by e^{fx}, and with φ(0) = 1, φ(l) = 0. The integral for L still applies. Mirroring the whole profile, however, reverses the force as well as the layers. A common constant factor in S and P cancels in L, so

L(BA, f) = L(AB, −f).

Reversing the layers in a fixed force is thus equivalent to reversing the force on the original stack, which generally changes L. A force worth 3 kT across the stack gives 16595 s for AB and 13475 s for BA.

*A changing temperature.* The derivation took D_i and S_i as constant in time. If D_A and D_B change by a common factor at fixed solubilities, only the time scale is altered, and the outflow is still the same in both orders. If the two factors differ, or if the ratio of the solubilities changes, the outflow generally depends on the order.

**(g) Do fast grain boundaries destroy the result, and how large are the neglected effects in a real barrier?**

Suppose S and P also vary along the layers, with no flux through the side walls. The steady activity obeys ∇·(P∇a_ss) = 0. The function w = 1 − a_ss obeys the same equation, with w = 0 at the entry and 1 at the exit. Multiplying S ∂a/∂t = ∇·(P∇a) by w and integrating by parts twice leaves, as before, the steady total flux J_tot minus the outflow. Hence

L = (1/J_tot) ∫ S a_ss (1 − a_ss) dV,  J_tot = ∫ P |∇a_ss|² dV.

Mirroring the structure is equivalent to feeding the original from its other face, which replaces a_ss by 1 − a_ss. Both integrals are unchanged. Grain boundaries alter the lag but not its independence of order, provided they are mirrored with their layers.

As an example, let straight boundaries 0.5 nm wide cross both layers every 20 nm, with D raised 100 times in A and 30 times in B. A two-dimensional numerical solution, with the lateral grid error of the lag checked to within 3 %, gives a lag of about 7700 s in both orders and about 2.1 times the uniform-layer flux. The lag drops to about 45 % of its uniform-layer value. This figure depends strongly on the assumed enhancement: with both factors ten times smaller the lag falls by only 12 %, with both ten times larger by 92 %, and with both a hundred times larger by 99 %.

A familiar real case is the tantalum nitride and tantalum bilayer under copper wiring. The total of 5 nm used here is of the right order, though thick for the most advanced wiring. The diffusivities and solubilities are rough round choices, not data for those films; real values depend strongly on microstructure, and L scales as 1/D when both diffusivities change by the same factor. Of the effects estimated in this part at fixed temperature, grain boundaries move the lag most, by about 55 % for the enhancements of 100 and 30 assumed above. For the parameter choices made here, the largest splitting of the two orders comes from the exit condition. A 50 nm dielectric with D = 10⁻¹³ cm²/s and S = 10¹⁸ cm⁻³, again rough, adds 1.43 % to the resistance. The lags become 17577 s for AB and 18380 s for BA, a split of 4.6 % of L. This figure depends strongly on the assumed solubility: with S = 10¹⁷ cm⁻³ the dielectric adds 14 % to the resistance, and the split grows to 41 % of L. This treats copper in the dielectric as neutral and linear; ions drifting in a field would need a separate model.

The other effects are small for these numbers:

• At a via bottom carrying 1 MA/cm², a resistivity of 200 µΩ cm and an effective charge of 10 e give an electron-wind energy of 1.00 meV across the stack, against kT = 58.0 meV. The orders split by 0.16 % of L.
• Saturation of traps at constant P, as in part (f), with N = 5×10²² cm⁻³ splits them by 0.08 %. That N is of the order of the atomic density; sparser traps matter much more, with a split of about 4 % of L at N = 10²¹ cm⁻³ and 19 % at N = 10²⁰ cm⁻³.
• Replacing the continuum by atomic jumps of 0.25 nm gives 17281 s in both orders, 0.2 % below the continuum value, when sites lie on the faces and on the interface. With sites half a jump in from them the lag is 17324 s, 0.1 % above it, so the shift is small and its sign depends on that choice.

Temperature matters far more for the absolute time. If both diffusivities have an activation energy of 1.2 eV and the solubility ratio is fixed, cooling from 673 K to 378 K multiplies L by 1.03×10⁷, to about 5700 years. That is an extrapolation of the uniform-layer model, not a service life: grain boundaries may have a different activation energy, and copper already leaks before t = L. Within the stated conditions, the choice of layer order can be made on other grounds, such as adhesion, without a penalty in outflow. This assumes that each layer has the same D and S in both orders, whereas the structure of a deposited film can depend on the layer beneath it. Where a resistance at the entry or the exit, the initial copper content, saturation or a force is appreciable, or the diffusivities or solubilities of the two layers change unequally during the test, the order has to be included in the estimate. The numerical output below lists the values for both orders.

Calculated quantities

```
Layer A: thickness 3.0 nm, D 2.0e-18 cm2/s, S 1.0e+20 cm-3
  resistance R 1.500e-09 cm2 s, capacity C 3.00e+13 cm-2
  product C R = l^2/D: 45000 s, lag alone 7500 s
Layer B: thickness 2.0 nm, D 1.0e-17 cm2/s, S 1.0e+19 cm-3
  resistance R 2.000e-09 cm2 s, capacity C 2.00e+12 cm-2
  product C R = l^2/D: 4000 s, lag alone 667 s
Test temperature 673 K, kT 58.0 meV
Steady flux, either order: 2.857e+08 cm-2 s-1
Lag from closed form: 17310 s = 4.81 h
Lag by time integration: AB 17307 s, BA 17307 s
Sum of the two single-layer lags: 8167 s
Outflow/steady at 0.5 lag: AB 0.2589, BA 0.2589
Outflow/steady at 1.0 lag: AB 0.6256, BA 0.6256
Outflow/steady at 2.0 lag: AB 0.9076, BA 0.9076
Steady inventory: AB 2.414e+13 cm-2, BA 7.857e+12 cm-2
Entry lead M/J - L: AB 67190 s, BA 10190 s
Third layer X: 1.0 nm, D 5.0e-18 cm2/s, S 5.0e+19 cm-3
Three-layer lags: ABX 19284 s, XBA 19284 s, BAX 25130 s
Strong saturation, 2e+19 sites cm-3: AB 4561 s, BA 8171 s
Strong force, 3 kT over stack: AB 16595 s, BA 13475 s
Neglected effects, example's own numbers:
Grain boundary: width 0.5 nm, period 20 nm
  D raised 100 times in A, 30 times in B
  lag AB 7744 s, BA 7744 s; flux raised 2.08 times
Dielectric: 50 nm, D 1e-13 cm2/s, S 1e+18 cm-3
  resistance/barrier resistance 1.43 %, lag alone 42 s
  lag of whole stack: AB 17577 s, BA 18380 s, split 4.64 %
Electron wind: effective charge 10 e, 200 uohm cm, 1 MA/cm2
  energy over stack 1.00 meV; lag AB 17323 s, BA 17296 s, split -0.156 %
Saturation at 5e+22 sites cm-3: AB 17286.1 s, BA 17300.6 s, split 0.084 %
Atomic jumps of 0.25 nm: lag AB 17281 s, BA 17281 s
Use at 378 K, activation energy 1.2 eV: lag times 1.03e+07
  lag at use 5.7e+03 years
```
